# Hyperfine Line Strengths in the OH Ground-State Lambda Doublet

## Problem

The lowest rotational level of OH has total angular momentum $J=3/2$, nuclear spin excluded, and belongs to the $^2\Pi_{3/2}$ ladder. It is split into two close levels of opposite parity, the Lambda doublet. The proton spin $I=1/2$ splits each of these into $F=1$ and $F=2$. Electric dipole transitions between the upper and the lower half give four lines, named by their nominal frequencies 1612, 1665, 1667 and 1720 MHz.

The strength of the line between the level $F$ of the upper half and the level $F'$ of the lower half is

$$S(F,F')=\sum_{m,m'}\sum_{i=x,y,z}\left|\langle \text{upper},Fm|d_i|\text{lower},F'm'\rangle\right|^2 .$$

Spectroscopic input: in both halves $F=2$ lies above $F=1$, and the splitting is larger in the upper half.

(a) Assign values of $F$ and $F'$ to the four lines.

(b) Show that the dipole operator between the two halves is proportional to $\mathbf J$, and find the factor.

(c) Show that the strengths, in order of rising frequency, are in the ratio $1:5:9:1$.

(d) Extend the ratio to a Lambda doublet of any half-integer $J$ with $I=1/2$.

(e) Does the ratio survive an admixture of $|\Omega|=1/2$? Does it also hold for the Einstein $A$ coefficients and for the optical depths of a thermal gas?

Use atomic units in the algebra, so that a photon energy equals its angular frequency $\omega$. Neglect hyperfine mixing with other rotational levels. For numbers take an axial dipole of $0.3\ e\,\text{Å}$ and $k_BT=0.01$ eV. Both are round model values.

## Solution

### (a) Assignment

Let $\Delta_u$ and $\Delta_l$ be the energies of $F=2$ above $F=1$ in the upper and lower halves. Raising the upper state raises the photon energy, while raising the lower state reduces it:

$$\omega(2,1)=\omega(1,1)+\Delta_u,\qquad \omega(1,2)=\omega(1,1)-\Delta_l,$$

$$\omega(2,2)=\omega(1,1)+\Delta_u-\Delta_l .$$

Since $\Delta_u>\Delta_l>0$, the order is $\omega(1,2)<\omega(1,1)<\omega(2,2)<\omega(2,1)$. Thus

- 1612 MHz is $F=1\to F'=2$;
- 1665 MHz is $1\to1$;
- 1667 MHz is $2\to2$;
- 1720 MHz is $2\to1$.

The two lines with $F=F'$ are called main lines, the other two satellites.

The nominal frequencies are good to about 1 MHz. Three of them give the splittings: $\Delta_u$ corresponds to $1720-1665=55$ MHz, or $2.3\times10^{-7}$ eV, and $\Delta_l$ to $1665-1612=53$ MHz, or $2.2\times10^{-7}$ eV. Since $\omega(2,2)=\omega(2,1)-\Delta_l$, the fourth line should lie at $1720-53=1667$ MHz, in agreement with its name.

This agreement supports the four-level scheme but does not prove the labels. Exchanging the names $F'=1$ and $F'=2$ in the lower half leaves the relation $\omega(1,1)+\omega(2,2)=\omega(1,2)+\omega(2,1)$ unchanged, yet it would turn main lines into satellites. The stated order of the levels is what excludes this.

### (b) The dipole operator between the two halves

Let $\mathbf n$ be the unit vector along the molecular axis and $\Omega$ the projection of the total angular momentum on it. In a $\Pi$ state the electronic orbital projection is $\Lambda=\pm1$. Dipole components perpendicular to the axis change $\Lambda$ by one unit, so they have no elements within this pair of states. The axial component does not change $\Lambda$. Hence $\mathbf d=\mu\mathbf n$, where $\mu$ is the axial dipole, and there is no element between $\Omega=3/2$ and $\Omega=-3/2$.

Within one multiplet of given $J$ and $\Omega$, the projection theorem makes every vector operator proportional to $\mathbf J$, so $\mathbf n=c\,\mathbf J$. To find $c$, take the scalar product with $\mathbf J$. The end-over-end rotation of the nuclei has no component along the axis, and therefore $\mathbf n\cdot\mathbf J=\Omega$. Since $\mathbf J$ does not lead out of the multiplet,

$$\Omega=c\,\mathbf J^2=c\,J(J+1),\qquad \mathbf n=\frac{\Omega}{J(J+1)}\,\mathbf J .$$

The sign of this matrix changes with the sign of $\Omega$. Now set $\Omega=3/2$. With phases chosen so that inversion exchanges the two states, the parity states are

$$|M,\pm\rangle=\frac{|\Omega,M\rangle\pm|-\Omega,M\rangle}{\sqrt2}.$$

Which sign belongs to the upper half does not affect the strengths. The cross elements vanish, so

$$\langle M,+|\mathbf d|M',-\rangle=\tfrac12\left[\langle\Omega,M|\mathbf d|\Omega,M'\rangle-\langle-\Omega,M|\mathbf d|-\Omega,M'\rangle\right].$$

The second element is minus the first, and the two contributions add:

$$\langle M,+|\mathbf d|M',-\rangle=\kappa\,\langle M|\mathbf J|M'\rangle,\qquad \kappa=\frac{\mu\Omega}{J(J+1)}=\mu\,\frac{3/2}{15/4}=\frac{2\mu}{5}.$$

Between states of equal parity the minus sign in the bracket becomes a plus, and the element vanishes. This is the parity selection rule.

### (c) The four strengths

The dipole does not act on the nuclear spin. Coupling $J=3/2$ to $I=1/2$ gives each value of $F$ once, so the hyperfine states are fixed by angular momentum alone and have the same form in both halves. Let $P_F$ project on the states of given $F$. Writing the squared elements as a trace,

$$S(F,F')=\kappa^2\sum_i\mathrm{Tr}\left(P_FJ_iP_{F'}J_i\right).$$

**Main lines.** Within one $F$, the projection theorem gives $P_F\mathbf JP_F=g_F\mathbf FP_F$. The factor follows from the scalar product with $\mathbf F=\mathbf J+\mathbf I$. Squaring $\mathbf I=\mathbf F-\mathbf J$ gives $\mathbf I^2=\mathbf F^2+\mathbf J^2-2\,\mathbf J\cdot\mathbf F$, because $\mathbf J\cdot\mathbf F=\mathbf F\cdot\mathbf J$. Hence

$$g_F=\frac{\mathbf J\cdot\mathbf F}{\mathbf F^2}=\frac{F(F+1)+J(J+1)-I(I+1)}{2F(F+1)}.$$

With $J(J+1)-I(I+1)=15/4-3/4=3$,

$$g_1=\frac{2+3}{4}=\frac54,\qquad g_2=\frac{6+3}{12}=\frac34 .$$

For $F'=F$ the trace contains $g_F^2\mathbf F^2$ on $2F+1$ states:

$$S(F,F)=\kappa^2g_F^2\,F(F+1)(2F+1),$$

$$S(1,1)=\frac{25}{16}\cdot6\,\kappa^2=\frac{75}{8}\kappa^2,\qquad S(2,2)=\frac{9}{16}\cdot30\,\kappa^2=\frac{135}{8}\kappa^2 .$$

**Satellites.** The projectors satisfy $P_1+P_2=1$ in the space of $J$ and $I$. Summing over the final level therefore removes the inner projector:

$$\sum_{F'}S(F,F')=\kappa^2\,\mathrm{Tr}(P_F\mathbf J^2)=\kappa^2J(J+1)(2F+1).$$

The sum is $45\kappa^2/4$ for $F=1$ and $75\kappa^2/4$ for $F=2$. Subtracting the main lines,

$$S(1,2)=\left(\frac{90}{8}-\frac{75}{8}\right)\kappa^2=\frac{15}{8}\kappa^2,\qquad S(2,1)=\left(\frac{150}{8}-\frac{135}{8}\right)\kappa^2=\frac{15}{8}\kappa^2 .$$

The two must agree, since the trace is unchanged when $F$ and $F'$ are exchanged. Dividing all four by $15\kappa^2/8$,

$$S_{1612}:S_{1665}:S_{1667}:S_{1720}=1:5:9:1 .$$

For $\mu=0.3\ e\,\text{Å}$ we have $\kappa=0.4\times0.3=0.12\ e\,\text{Å}$ and $\kappa^2=0.0144\ (e\,\text{Å})^2$. The strengths are then $0.027$, $0.135$, $0.243$ and $0.027\ (e\,\text{Å})^2$. As a test of the formulas, the axis matrices were also found by quadrature over the rotational wavefunctions, and the squared elements were summed over the eigenvectors of the full sixteen-state doublet. The results agree, as the numerical output shows.

### (d) Any $J$ with $I=1/2$

Write $F_\pm=J\pm1/2$. For the larger value, $F_+(F_++1)=(2J+1)(2J+3)/4$, and the numerator of $g_{F_+}$ is

$$J^2+2J+\tfrac34+J^2+J-\tfrac34=J(2J+3),\qquad\text{so}\qquad g_{F_+}=\frac{2J}{2J+1}.$$

With $2F_++1=2(J+1)$, the main line has

$$\frac{S(F_+,F_+)}{\kappa^2}=\frac{4J^2}{(2J+1)^2}\cdot\frac{(2J+1)(2J+3)}{4}\cdot2(J+1)=\frac{2J^2(J+1)(2J+3)}{2J+1}.$$

The sum rule gives $2J(J+1)^2$ for all transitions from $F_+$. The satellite strength is the difference:

$$\frac{S(F_+,F_-)}{\kappa^2}=2J(J+1)\,\frac{(J+1)(2J+1)-J(2J+3)}{2J+1}=\frac{2J(J+1)}{2J+1}.$$

For $F_-$ the sum rule gives $2J^2(J+1)$, since $2F_-+1=2J$. Subtracting the same satellite strength,

$$\frac{S(F_-,F_-)}{\kappa^2}=\frac{2J(J+1)}{2J+1}\left[J(2J+1)-1\right]=\frac{2J(J+1)}{2J+1}(2J-1)(J+1).$$

In the order $(F_-,F_+)$, $(F_-,F_-)$, $(F_+,F_+)$, $(F_+,F_-)$ the ratio is

$$1:(2J-1)(J+1):J(2J+3):1 .$$

For $J=3/2$ this is $1:5:9:1$. For $J=1/2$ it is $1:0:2:1$, and the zero expresses that $F=0\to F'=0$ is forbidden for a dipole. For large $J$ each main line exceeds a satellite by a factor approaching $2J^2$. The reason is that $\mathbf F=\mathbf J+\mathbf I$ has no elements between different $F$. The satellite elements of $\mathbf J$ are therefore minus those of $\mathbf I$, which stay bounded as $J$ grows, while the main-line elements $g_F\mathbf F$ grow in proportion to $J$.

### (e) Where the ratio holds

**Mixing of $\Omega$.** Rotation mixes some $|\Omega|=1/2$ into the $J=3/2$ level. Let its weight be $p$, taken equal in both halves. The two components have the same $\Lambda$ but orthogonal electron-spin states in the molecular frame, so the axial dipole has no cross element between them. With the same $\mu$ for both, $\Omega$ in $\kappa$ is replaced by its mean,

$$\langle\Omega\rangle=\tfrac32(1-p)+\tfrac12p=\tfrac32-p .$$

For the illustrative value $p=0.1$ all strengths are multiplied by $(1.4/1.5)^2=0.871$, and the ratio stays the same. More generally, any vector operator that ignores the nuclear spin is proportional to $\mathbf J$ between two multiplets of equal $J$, and part (c) uses nothing else about the molecule.

Hyperfine mixing with other levels can change the ratio, because it depends on $F$. These are levels of other $J$ and also the $J=3/2$ level of the $|\Omega|=1/2$ ladder. The amplitude of the mixing is of the order of the hyperfine energy divided by the spacing of the levels. With about $2\times10^{-7}$ eV and roughly $0.01$ eV, this is of order $10^{-5}$.

**Einstein coefficients.** Spontaneous emission is averaged over the $2F+1$ upper states and carries the factor $\omega^3$:

$$A(F,F')\propto\frac{\omega^3S(F,F')}{2F+1}.$$

Relative to the 1612 MHz line, the values for 1665, 1667 and 1720 MHz are 5.51, 5.97 and 0.73. The main lines have nearly equal $A$, because the larger strength of the 1667 MHz line is shared among five upper states instead of three. The 1720 MHz satellite has the smaller $A$ for the same reason, although its frequency is higher.

**Thermal optical depths.** Let $p_l$ and $p_u$ be the populations per $m$ state. Absorption minus stimulated emission, integrated over frequency, is proportional to $\omega S(p_l-p_u)$. For Doppler-broadened lines an interval $dv$ of velocity covers $d\omega=(\omega/c)\,dv$, where $c$ is now the speed of light, so the profile per unit frequency contains a factor $1/\omega$. At fixed velocity the optical depth $\tau$ therefore obeys

$$\tau\propto S\,(p_l-p_u),\qquad p_l-p_u=p_l\left(1-e^{-\omega/k_BT}\right)\approx p_l\,\frac{\omega}{k_BT}.$$

Here $\omega/k_BT$ is about $7\times10^{-4}$, and $p_l$ is practically the same for both lower levels. Thus $\tau\propto\omega S$, and the depths are in the ratio $1:5.16:9.31:1.07$. The departure from $1:5:9:1$ is at most about 7 per cent of the corresponding strength ratio.

The absorbed fraction of a background is $1-e^{-\tau}$. It follows the depths while all $\tau$ are small, and it tends to the same value, one, for all four lines when all $\tau$ are large. If the populations are not thermal, the differences $p_l-p_u$ need no longer be nearly equal for the four lines. A negative difference means amplification. Observed intensities may then depart widely from $1:5:9:1$, although the line strengths are unchanged.

## Values computed for the example and the checks

```
axial dipole mu (model input) = 0.3 e*angstrom
thermal energy kT (model input) = 0.01 eV
kappa = 0.1200 e*angstrom; kappa/mu = 0.4000
hyperfine splitting, upper half = 2.2746e-07 eV
hyperfine splitting, lower half = 2.1919e-07 eV
doublet separation without hyperfine = 6.89106e-06 eV
predicted F=2 to F=2 line = 6.89416e-06 eV = 1667.00 MHz
F=1: g_F = 5/4, sum of strengths = 45/4 kappa^2
F=2: g_F = 3/4, sum of strengths = 75/4 kappa^2
line 1612 MHz, F=1 to F=2:
  photon energy = 6.66670e-06 eV
  S = 15/8 kappa^2 = 0.0270 (e*angstrom)^2
  S relative to 1612 = 1.0000
  A relative to 1612 = 1.000
  thermal depth relative to 1612 = 1.000
line 1665 MHz, F=1 to F=1:
  photon energy = 6.88589e-06 eV
  S = 75/8 kappa^2 = 0.1350 (e*angstrom)^2
  S relative to 1612 = 5.0000
  A relative to 1612 = 5.510
  thermal depth relative to 1612 = 5.164
line 1667 MHz, F=2 to F=2:
  photon energy = 6.89416e-06 eV
  S = 135/8 kappa^2 = 0.2430 (e*angstrom)^2
  S relative to 1612 = 9.0000
  A relative to 1612 = 5.972
  thermal depth relative to 1612 = 9.307
line 1720 MHz, F=2 to F=1:
  photon energy = 7.11335e-06 eV
  S = 15/8 kappa^2 = 0.0270 (e*angstrom)^2
  S relative to 1612 = 1.0000
  A relative to 1612 = 0.729
  thermal depth relative to 1612 = 1.067
weight of |Omega|=1/2 in mixing test = 0.1
common factor on all S from mixing = 0.8711
```
